\section*{Why Tilt Slows Ion-Assisted Etching Less Than the Cosine, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: the balance of surface sites}

\subsection{One site and two waits}

Consider a surface site that must catch one radical before an ion can remove an atom from it. Let the surface face a collimated ion beam. Suppose that an empty site waits on average 1 s for its radical, and that a covered site then waits on average 1 s for the ion that clears it. One atom leaves every 2 s.

Now tilt the surface by $60^\circ$. The beam is spread over twice the area, so the average wait for an ion grows to 2 s. The radicals come equally from all directions, and for an unobstructed surface their wait remains 1 s. One atom now leaves every 3 s. The rate has fallen to $2/3$ of its first value, although the cosine of the tilt is $1/2$.

The same argument works for any two waits. Let $t_{\rm r}$ be the mean wait for a radical and $t_{\rm i}$ the mean wait for a clearing ion at zero tilt, and let $c=\cos\alpha$, where $\alpha$ is the tilt. The rate ratio is
\begin{equation}
\frac{t_{\rm r}+t_{\rm i}}{t_{\rm r}+t_{\rm i}/c}
=c\,\frac{t_{\rm r}+t_{\rm i}}{c\,t_{\rm r}+t_{\rm i}}>c ,
\end{equation}
because $c\,t_{\rm r}<t_{\rm r}$ when $0<\alpha<90^\circ$. Tilting lengthens one part of the cycle and leaves the other alone. If the radical wait is negligible, the ratio returns to $c$. The effect therefore depends on a supply of radicals that is finite compared with the demand of the ions.

\subsection{Fluxes on the tilted surface}

The tilt $\alpha$ is the angle between the surface normal and the direction from which the ions come. Let $J$ be the number of ions crossing unit area perpendicular to the beam per unit time. A surface of area $A$ presents the area $Ac$ to the beam, so the ion flux per unit area of surface is
\begin{equation}
I=Jc .
\end{equation}
This requires the beam direction to stay fixed while the surface turns. The ions of a plasma are accelerated across its sheath, and the sheath follows the outline of a large sample. In a plasma the tilted surface must therefore be a facet much smaller than the sheath thickness. A separate ion beam does not have this restriction.

For the radicals, let $n_{\rm r}$ be their density, $m$ their mass, $T$ the gas temperature and $k$ Boltzmann's constant. Their mean speed is $\bar v=\sqrt{8kT/\pi m}$. In an isotropic gas the flux arriving from the solid angle $d\Omega$, at angle $\chi$ to the surface normal, is $(n_{\rm r}\bar v/4\pi)\cos\chi\,d\Omega$. The integral of $\cos\chi$ over a hemisphere is $\pi$, so
\begin{equation}
G=\frac{n_{\rm r}\bar v}{4}
=n_{\rm r}\sqrt{\frac{kT}{2\pi m}} .
\end{equation}
The orientation of the surface does not enter. An unobstructed surface receives $G$ at every tilt.

A facet beside a flat horizontal plane is a different case, since the plane hides part of its hemisphere. Write the radical flux on the facet as $N=gG$, with an exposure factor $g(\alpha)$ and $g(0)=1$. Suppose first that the plane returns no radicals. To find $g$, project the unit hemisphere of arrival directions onto the plane of the facet. The projection supplies the weight $\cos\chi$, so the complete hemisphere becomes a disc of area $\pi$. Directions in the uphill half of the disc all lie above the horizon and contribute $\pi/2$. In the downhill half, the horizon projects to half an ellipse with semi-axes $1$ and $c$, and the visible part has area $\pi c/2$. Dividing by $\pi$ gives
\begin{equation}
g_{\rm shaded}=\frac{1+c}{2},\qquad g_{\rm open}=1 .
\label{eq:g}
\end{equation}
If the plane re-emits unreacted radicals diffusely and creates none, the blocked directions supply something between nothing and the isotropic intensity. The true $g$ of such a facet then lies between the two expressions. Opposing walls, as in a trench, would hide more of the sky and are not included.

\subsection{Coverage and rate}

Let $\theta$ be the fraction of surface sites that hold a radical. A radical striking a bare site sticks with probability $s$, and one striking a covered site does not stick. An ion removes $Y\theta$ atoms on average. Here $Y$ is the saturated yield, reached at full coverage and taken to be independent of angle. Each atom removed carries away $\nu$ radicals. Nothing else adds or removes radicals, and bare material is not sputtered. With $\sigma$ sites per unit area, each holding one radical,
\begin{equation}
\sigma\frac{d\theta}{dt}=sgG(1-\theta)-\nu YJc\,\theta .
\end{equation}
The right side is linear in $\theta$ and its slope is negative, so the coverage relaxes to a single steady value. Setting the right side to zero and collecting the terms in $\theta$ gives
\begin{align}
sgG&=\left(sgG+\nu YJc\right)\theta ,\\
\theta&=\frac{1}{1+\rho c/g},\qquad
\rho=\frac{\nu YJ}{sG}.
\label{eq:theta}
\end{align}
The number $\rho$ compares the demand for radicals at full coverage with the largest supply that could stick, both at zero tilt.

Let $n$ be the atomic density of the solid and $R$ the speed at which the surface recedes along its own normal. The number of atoms removed per unit area and time is
\begin{equation}
nR=YJc\,\theta=\frac{YJc}{1+\rho c/g}.
\label{eq:rate}
\end{equation}
Taking the reciprocal and inserting $\rho$ separates the two waits of the opening example:
\begin{equation}
\frac{1}{nR}=\frac{1}{YJc}+\frac{\nu}{sgG}.
\label{eq:series}
\end{equation}
The ion-limited and radical-limited processes add like resistances in series.

\subsection{Comparison with the cosine}

At zero tilt $c=g=1$, so $nR(0)=YJ/(1+\rho)$. Dividing equation~(\ref{eq:rate}) by this value gives
\begin{equation}
q(\alpha)=\frac{R(\alpha)}{R(0)}
=\frac{c(1+\rho)}{1+\rho c/g}.
\label{eq:q}
\end{equation}
Subtract $c$ and use a common denominator:
\begin{equation}
q-c=c\,\frac{(1+\rho)-(1+\rho c/g)}{1+\rho c/g}
=\frac{\rho c\,(1-c/g)}{1+\rho c/g}.
\label{eq:excess}
\end{equation}
For $\rho>0$ and $0<\alpha<90^\circ$ this is positive if and only if $g>c$. The open surface satisfies the condition because $1>c$. The shaded facet satisfies it because $g-c=(1-c)/2>0$. In both cases the etch rate stays above the cosine law.

Two limits show what controls the size of the effect. When $\rho\to0$, radicals are plentiful, the coverage is nearly complete and $q\to c$. When $\rho\to\infty$ at a fixed tilt below $90^\circ$, the surface is nearly bare, the radical supply alone sets the rate and $q\to g$. If the radicals were collimated along the ion beam, $g$ would equal $c$ and equation~(\ref{eq:q}) would give $q=c$ for every $\rho$. It is the difference between the two angular distributions that lifts the rate above the cosine.

\subsection{What ``more slowly'' means}

The fractional loss of rate per unit angle gives a local form of the statement. Call the two terms on the right of equation~(\ref{eq:series}) $a$ and $b$. Since $a\propto1/c$ and $b\propto1/g$,
\begin{equation}
\frac{da}{d\alpha}=a\tan\alpha,\qquad
\frac{db}{d\alpha}=b\left(-\frac{g'}{g}\right),
\end{equation}
where the prime denotes $d/d\alpha$. Also $b/a=\rho c/g$, so $a/(a+b)=\theta$ by equation~(\ref{eq:theta}). With $nR=1/(a+b)$,
\begin{equation}
-\frac{d\ln R}{d\alpha}
=\theta\tan\alpha+(1-\theta)\left(-\frac{g'}{g}\right).
\label{eq:slope}
\end{equation}
The last factor is zero for the open surface. For the shaded facet it is $\sin\alpha/(1+\cos\alpha)=\tan(\alpha/2)$. Both are smaller than $\tan\alpha$, the fractional loss of the cosine itself, and so is their weighted mean with $\tan\alpha$.

For small tilt, $\tan\alpha\simeq\alpha$ and $\theta\simeq1/(1+\rho)$. Integrating equation~(\ref{eq:slope}) from zero gives, to leading order,
\begin{equation}
1-q_{\rm open}\simeq\frac{\alpha^2}{2(1+\rho)},\qquad
1-q_{\rm shaded}\simeq\frac{\alpha^2(2+\rho)}{4(1+\rho)} ,
\end{equation}
with $\alpha$ in radians. The cosine loses $\alpha^2/2$.

The absolute slope behaves differently. Both $q$ and $c$ start at one and end at zero, so $q$ must make up its delay before $90^\circ$. For the open surface,
\begin{equation}
-\frac{dq}{d\alpha}=\sin\alpha\,\frac{1+\rho}{(1+\rho c)^2}.
\end{equation}
This equals the slope $\sin\alpha$ of the cosine when $1+\rho c=w$, with $w=\sqrt{1+\rho}$. Since $\rho=(w-1)(w+1)$, the corresponding tilt $\alpha_*$ obeys $\cos\alpha_*=1/(1+w)$. At smaller tilts $q$ has the gentler absolute slope, and at larger tilts the steeper one. The excess $q-c$ is therefore greatest at $\alpha_*$. There $\rho c=w-1$ and $1-c=w/(1+w)$, and equation~(\ref{eq:excess}) becomes
\begin{equation}
(q-c)_{\max}=\frac{(w-1)\,w/(1+w)}{w}=\frac{w-1}{w+1}.
\end{equation}

\subsection{A facet on a carbon mask}

Take a facet 1 $\mu$m in size on an amorphous carbon mask, etched in an argon plasma containing some oxygen. Oxygen atoms are the radicals and CO is the product, so $\nu=1$. The process values are rough choices. The ion current density is 2.0 mA/cm$^2$ at 200 eV, the saturated yield is 2.0 C per ion, and $s=0.05$. The oxygen atoms have a partial pressure of 1.0 mTorr at 500 K.

Dividing the current density by the elementary charge gives $J=1.248\times10^{16}$ cm$^{-2}$ s$^{-1}$. The oxygen density is $1.931\times10^{13}$ cm$^{-3}$, which gives $G=3.927\times10^{17}$ cm$^{-2}$ s$^{-1}$ and $sG=1.964\times10^{16}$ cm$^{-2}$ s$^{-1}$. Hence
\begin{equation}
\rho=\frac{2.0\times1.248\times10^{16}}{1.964\times10^{16}}=1.27,
\qquad \theta(0)=\frac{1}{2.27}=0.44 .
\end{equation}
A carbon density of 2.0 g/cm$^3$ corresponds to $n=1.003\times10^{23}$ cm$^{-3}$, and $R(0)=YJ\theta(0)/n$ is then 66 nm/min.

At $60^\circ$ the two exposure limits give
\begin{align}
q_{\rm open}&=\frac{0.5\times2.27}{1+1.27\times0.5}=0.69,\\
q_{\rm shaded}&=\frac{0.5\times2.27}{1+1.27\times0.5/0.75}=0.61 .
\end{align}
The rates are 46 and 40 nm/min, where the cosine law would give 33 nm/min. Within this model and for these inputs, the shaded value is a lower limit that requires a fully absorbing plane. With the inputs used here, only about 3 percent of the oxygen atoms striking flat carbon stick. If the plane returns the rest diffusely, the facet lies close to the open limit. For the open surface the largest excess over the cosine is 0.20, at a tilt of about $66^\circ$.

\section{Second derivation: a change of clock}

\subsection{Symbols and results carried over}

The surface is tilted by $\alpha$ from the ion beam, and $c=\cos\alpha$. Per unit area of surface, ions arrive at the rate $I=Jc$ and radicals at the rate $N=gG$. Here $J$ is the ion flux across the beam and $G$ the radical flux on an open surface. The exposure factor $g$ is 1 for an open surface and $(1+c)/2$ for a facet beside a fully absorbing plane. The etch rate along the normal is $R$, the atomic density is $n$, and $q=R(\alpha)/R(0)$.

The first derivation used a coverage $\theta$, a sticking probability $s$, a saturated yield $Y$ and $\nu$ radicals per etched atom. With $\rho=\nu YJ/(sG)$ it gave $\theta=1/(1+\rho c/g)$ and $q=c(1+\rho)/(1+\rho c/g)$, so that $q>c$ whenever $g>c$. The example has $\rho=1.27$. The second derivation reaches the same inequality without a formula for the coverage.

\subsection{The rate depends on the mixture of arrivals}

Suppose that the surface changes when a particle arrives and stays as it is between arrivals. An arriving ion may remove atoms, clear radicals or do nothing, with probabilities set by the state of the surface at that moment. The same holds for an arriving radical. These probabilities do not depend on the angle of arrival. Let the arrivals be random and independent, and let the surface settle into one steady state.

Consider the sequence of arrivals without their times. Each arrival is an ion with probability $I/(I+N)$ and a radical otherwise. This fraction fixes the statistics of the sequence, and hence the mean number of atoms removed per arrival, $\Phi$. The number of atoms removed per unit area and time, $F=nR$, is the number of arrivals multiplied by this mean:
\begin{equation}
F(I,N)=(I+N)\,\Phi\!\left(\frac{I}{I+N}\right).
\end{equation}
Multiplying both fluxes by a positive number $\lambda$ leaves the fraction unchanged, so
\begin{equation}
F(\lambda I,\lambda N)=\lambda F(I,N).
\label{eq:scale}
\end{equation}
The surface passes through the same kind of history on a faster or slower clock.

One more property is needed. At fixed ion flux, a larger radical flux must increase the rate. This is what is meant here by radical-assisted etching. In the site model it holds at every finite radical flux.

The site balance has shown that the etch rate of a tilted surface stays above the cosine law whenever $g>c$, and the clock argument has so far given the scaling relation~(\ref{eq:scale}). It remains to derive the same inequality from that relation without a formula for the coverage, and to examine the assumptions and the limits of the example.

Numerical values quoted here were computed with a short program.
